# Orbital and density cutoffs with ultrasoft pseudopotentials, part 2

An ultrasoft pseudopotential lowers the orbital cutoff $E_w=G_w^2$. Does $4E_w$ then suffice for the density? It does for $|\phi|^2$ when the orbitals contain only waves $\mathbf K=\mathbf k+\mathbf G$ with $|\mathbf K|\le G_w$. Formulas use Hartree atomic units; cutoffs are in Ry, $G^2$ with $G$ in 1/bohr.

The example is a model Mn $3d^4$ shell, with $t_{2g}$ and $3z^2-r^2$ occupied. Its all-electron radial orbital is

$$u(r)=r^3\left(A_1e^{-\zeta_1 r}+A_2e^{-\zeta_2 r}\right),\qquad \zeta_1=5.15,\quad \zeta_2=1.9\ \text{bohr}^{-1},$$

with $A_1=69.2005$, $A_2=2.58856$ bohr$^{-7/2}$ and level $\varepsilon=-1.8050$ Ha. The soft $\phi$ equals $u$ beyond $r_c=2.2$ bohr; inside, $\phi=c_1f_1+c_2f_2$ with $f_i=r\,j_2(q_ir)$. The missing charge is $Q(r)=u^2-\phi^2$, with integral $q=0.56625$. With $T$ the radial kinetic operator and $V_{\rm loc}$ a smooth local potential,

$$\chi=(\varepsilon-T-V_{\rm loc})\phi,\qquad B=\langle\phi|\chi\rangle,\qquad \beta=\chi/B,\qquad D=B+\varepsilon q ,$$

$$H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta| ,$$

and $H\phi=\varepsilon S\phi$. With real spherical harmonics $Y_m$ and $\beta_m=\beta(r)Y_m/r$, the density is

$$n(\mathbf r)=\sum_{i\ \rm occ}|\phi_i(\mathbf r)|^2+\sum_{mm'}\gamma_{mm'}Q_{mm'}(\mathbf r),$$

$$\gamma_{mm'}=\sum_{i\ \rm occ}\langle\phi_i|\beta_m\rangle\langle\beta_{m'}|\phi_i\rangle,\qquad Q_{mm'}(\mathbf r)=\frac{Q(r)}{r^2}Y_mY_{m'} .$$

For the atom, $n=\rho(r)\,a(\hat{\mathbf r})/4\pi r^2$, $\rho=\phi^2+Q$, $a=A_0+A_2+A_4$. The sphere averages $p_L$ of $A_L^2$ are $p_0=16$, $p_2=\tfrac{20}{49}$, $p_4=\tfrac{36}{49}$. Allowing a radial function $\rho_L$ for each multipole,

$$n(\mathbf G)=\sum_L(-i)^LA_L(\hat{\mathbf G})\,g_L(G),\qquad g_L(G)=\int_0^\infty\rho_L(r)\,j_L(Gr)\,dr .$$

The program labels $g_L$ as F_L. These follow from $e^{-i\mathbf G\cdot\mathbf r}=\sum_L(2L+1)(-i)^Lj_L(Gr)P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})$ and the addition theorem: the angular average of $P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})A_{L'}(\hat{\mathbf r})$ is $\delta_{LL'}A_L(\hat{\mathbf G})/(2L+1)$. Dropping components above $G_c$ loses the Hartree energy

$$\Delta E_H(G_c)=\frac1\pi\sum_Lp_L\int_{G_c}^\infty g_L^2\,dG .$$

The density cutoff $E_\rho=G_c^2$ sets this loss equal to the tolerance; $E_w$ brings four times the orbital eigenvalue error below it. The "kinetic tail" estimates that error from the kinetic energy above the cutoff. At 1 and 0.1 mHa, $E_w$ is 21.0 and 34.7 Ry, and $4E_w$ is 83.9 and 138.7 Ry. The full Hartree energy is 5.9891 Ha.

The complete integrals are Slater integrals. In $1/|\mathbf r-\mathbf r'|=\int d^3G\,(2\pi)^{-3}(4\pi/G^2)e^{i\mathbf G\cdot(\mathbf r-\mathbf r')}$ expand both plane waves and average over $\hat{\mathbf G}$, again with the addition theorem; the result is $(2/\pi)\sum_L(2L+1)P_L(\hat{\mathbf r}\cdot\hat{\mathbf r}')\int j_L(Gr)j_L(Gr')dG$. Comparison with the multipole series $\sum_Lr_<^Lr_>^{-L-1}P_L$ gives $r_<^L/r_>^{L+1}=\tfrac{2(2L+1)}{\pi}\int j_Lj_L\,dG$, and hence

$$F^{(L)}\equiv\iint\rho_L(r)\frac{r_<^L}{r_>^{L+1}}\rho_L(r')\,dr\,dr'=\frac{2(2L+1)}{\pi}\int_0^\infty g_L^2\,dG,\qquad E_H=\sum_L\frac{p_LF^{(L)}}{2(2L+1)} .$$

The coefficients are $16/2=8$, $\tfrac{20}{49}/10=\tfrac{2}{49}$ and $\tfrac{36}{49}/18=\tfrac2{49}$. With $F^{(0)}=20.298$, $F^{(2)}=8.931$, $F^{(4)}=5.470$ eV, $E_H=162.384+0.365+0.223=162.97$ eV, which at 27.211 eV per hartree is the 5.989 Ha quoted above.

For unmodified $Q$, $\rho=u^2$ is a sum of terms $r^6e^{-ar}$ and $g_L$ has a closed form. Start from $I_L=\int_0^\infty r^{L+2}e^{-ar}j_L(Gr)dr$. For $L=0$, $I_0=G^{-1}\,{\rm Im}\int re^{-(a-iG)r}dr=G^{-1}\,{\rm Im}\,(a-iG)^{-2}=2a/(a^2+G^2)^2$. The recurrence $j_{L+1}(x)=-x^L\,d(x^{-L}j_L)/dx$ implies $\partial_G[G^{-L}j_L(Gr)]=-rG^{-L}j_{L+1}(Gr)$, so $I_{L+1}=-G^L\partial_G(G^{-L}I_L)$. Each application to $(a^2+G^2)^{-(L+2)}$ brings a factor $2(L+2)G$ and raises the power by one, which gives

$$I_L=\frac{2^{L+1}(L+1)!\;aG^L}{(a^2+G^2)^{L+2}} .$$

Each $-\partial_a$ adds a power of $r$, so $\int r^6e^{-ar}j_L\,dr=(-\partial_a)^{4-L}I_L$. For $L=4$ this is $I_4=3840\,aG^4/s^6$ with $s=a^2+G^2$. For $L=2$, $I_2=48aG^2s^{-4}$, $\partial_aI_2=48G^2(s^{-4}-8a^2s^{-5})$, and $\partial_a^2I_2=48G^2(-24as^{-5}+80a^3s^{-6})=384\,aG^2(7a^2-3G^2)/s^6$. For $L=0$ it is shorter to integrate directly: $G^{-1}\,{\rm Im}\,5!\,(a-iG)^{-6}=120\,{\rm Im}(a+iG)^6/(Gs^6)=120(6a^5-20a^3G^2+6aG^4)/s^6$. Dividing each by the norm $\int r^6e^{-ar}dr=720/a^7$ and setting $x=G/a$,

$$h_0=\frac{1-\tfrac{10}{3}x^2+x^4}{(1+x^2)^6},\qquad h_2=\frac{8}{15}\,\frac{x^2(7-3x^2)}{(1+x^2)^6},\qquad h_4=\frac{16}{3}\,\frac{x^4}{(1+x^2)^6} .$$

All three fall as $x^{-8}$, with coefficients $1$, $-8/5$ and $16/3$, and none terminates. The scale is $a$, a sum of two all-electron exponents; $r_c$, $q_1$, $q_2$ and $E_w$ do not appear. Setting the logarithmic derivative of $h_4$ with respect to $x^2$ to zero, $2/x^2=6/(1+x^2)$, puts its maximum at $G=a/\sqrt2$.

Squaring $u$ gives $a=10.3$, $7.05$ and $3.8$ bohr$^{-1}$ with weights $720A_1^2/10.3^7=0.2803$, $1440A_1A_2/7.05^7=0.2980$ and $720A_2^2/3.8^7=0.4217$. The three maxima of $h_4$ lie at 7.28, 4.99 and 2.69 bohr$^{-1}$, and the sum peaks at 3.83 bohr$^{-1}$. At $G=10$ bohr$^{-1}$, which is 100 Ry and already outside the 83.9 Ry sphere, $x^2=0.9426$, $2.0120$, $6.9252$, the values of $h_4$ are $0.08818$, $0.02892$, $0.00103$, and

$$g_4(10)=0.2803(0.08818)+0.2980(0.02892)+0.4217(0.00103)=0.02472+0.00862+0.00043=0.03377 .$$

Nearly three quarters come from the tight component, the one that $\phi$ was built to omit. With $g_0(10)=-0.00716$ and $g_2(10)=0.01127$ the integrand of $\Delta E_H$ is

$$\frac{16(0.00716)^2+0.4082(0.01127)^2+0.7347(0.03377)^2}{\pi}=(2.61+0.17+2.67)\times10^{-4},$$

about 0.54 mHa per bohr$^{-1}$. Integrated from $2G_w$ upward, the losses for $L=0,2,4$ are $0.5862+0.0363+0.7725=1.395$ mHa at 83.9 Ry and $0.0430+0.0012+0.1854=0.230$ mHa at 138.7 Ry. Both exceed their tolerances. The cutoffs that meet them give $E_\rho/E_w=93.1/21.0=4.4$ and $169.8/34.7=4.9$, printed as 4.44 and 4.90 from unrounded values.

The smooth part behaves oppositely. The density $\phi^2$ alone is converged by the same measure at 11.5 and 19.5 Ry, 0.55 and 0.56 of $E_w$, so for it the factor four is far more than the Hartree energy needs. At $4E_w$ it loses $1.6\times10^{-7}$ mHa, which is not zero only because the radial $\phi$ was not truncated. That also justifies reading the tail of $\phi^2+Q$ as the tail of $Q$: by the Cauchy-Schwarz inequality the cross term is at most about $2\sqrt{1.4\times1.6\times10^{-7}}\approx10^{-3}$ mHa.

The $L=0$ losses alone, 0.5862 and 0.0430 mHa, are below the tolerances. A test on the spherically averaged atom would accept $4E_w$ in this model. The excess comes from the $L=4$ part, which supplies 0.223 eV of a 163 eV Hartree energy and the larger share of the tail. Testing the density cutoff on a spherical atom and trusting it for an orbitally ordered solid is a mistake that these numbers make concrete.

## Softening Q, and what it costs

Actual pseudopotentials replace $Q$ inside a radius $r_{\rm in}\le r_c$ by smoother functions $\tilde Q_L$, one for each multipole. The $L$ component of a density that is smooth at the origin goes as $r^L$ times an even series in $r$, and $n\propto\rho_L/r^2$, so the form is

$$\tilde Q_L=\sum_{k=0}^4 d_k\,(r/r_{\rm in})^{\nu_k},\qquad \nu_k=L+2+2k .$$

Four linear conditions match the value and three derivatives at $r_{\rm in}$, $\sum_kd_k\,\nu_k(\nu_k-1)\cdots(\nu_k-j+1)/r_{\rm in}^j=Q^{(j)}(r_{\rm in})$ for $j=0,\dots,3$, the product being 1 for $j=0$. The fifth conserves the moment, $\sum_kd_k\,r_{\rm in}^{L+1}/(\nu_k+L+1)=\int_0^{r_{\rm in}}r^LQ\,dr$. The reason for the fifth is the multipole series: for a point $\mathbf r$ outside the charge, $r_>=r$, and the addition theorem gives the potential $\sum_LA_L(\hat{\mathbf r})\,r^{-L-1}(2L+1)^{-1}\int r'^L\rho_L\,dr'$. Conserved moments leave the potential outside $r_{\rm in}$ unchanged, and for $L=0$ they preserve $q$, so $\phi$, $S$ and $E_w$ are untouched. With $\rho_L=\phi^2+\tilde Q_L$ the cutoffs are these.

| $r_{\rm in}$ (bohr) | $E_\rho$ (Ry), ratio, 1 mHa | $E_\rho$ (Ry), ratio, 0.1 mHa | shift of $F^{(4)}$ (eV) |
|---|---|---|---|
| none | 93.1, 4.44 | 169.8, 4.90 | 0 |
| 0.6 | 88.1, 4.20 | 158.2, 4.56 | $-0.026$ |
| 1.0 | 56.8, 2.71 | 98.1, 2.83 | $-0.675$ |
| 1.4 | 32.7, 1.56 | 54.7, 1.58 | $-2.111$ |
| 1.8 | 19.9, 0.95 | 32.9, 0.95 | $-3.290$ |
| 2.2 | 12.8, 0.61 | 23.5, 0.68 | $-3.970$ |

One set of orbitals with one $E_w$ goes with density cutoffs that differ by a factor of seven, $93.1/12.8$ and $169.8/23.5$. So the orbital cutoff does not determine the density cutoff, and the first two rows, with ratios above four, show that $4E_w$ does not bound it either. The table also limits the opposite slogan. The density does not always need more than $4E_w$: from $r_{\rm in}=1.0$ bohr on, the ratio is below four by this measure. The density is as hard as $\tilde Q$, and whether that exceeds $4E_w$ depends on how much of the atom $\tilde Q$ retains.

The price is in the electrostatics inside the sphere. $F^{(4)}$ falls by $0.026/5.470=0.5\%$ at 0.6 bohr, by $0.675/5.470=12\%$ at 1.0 bohr and by 73% at 2.2 bohr. Relative to its size it is the most sensitive of the three: $F^{(2)}$ falls by $0.295/8.931=3\%$ at 1.0 bohr and by $5.047/8.931=57\%$ at 2.2 bohr. The shifts of $F^{(0)}$ are not monotonic: $+0.003$, $+0.118$, $+0.056$, $-0.731$, $-2.159$ eV. The polynomial does not simply spread the charge. Writing $1/r_>=\int_{r_>}^\infty ds/s^2$ gives $F^{(0)}=\int_0^\infty N(s)^2s^{-2}ds$ with $N(s)=\int_0^s\rho_0\,dr$, so a rise of $F^{(0)}$ means that $|N|$ has grown at some radii; for $L=0$ the polynomial starts at $r^2$ where $Q$ starts at $r^6$, so it can move charge inward.

Not all of this shift is an error. Varying the total energy with respect to $\phi_i^*$, with $n$ as given above, yields a projector strength $D_{mm'}=D^{\rm ion}_{mm'}+\int V_{\rm eff}\tilde Q_{mm'}d^3r$, because $\gamma_{mm'}$ depends on the orbitals. The constant $D^{\rm ion}$ is fixed by subtracting that integral in the spherical reference atom, which restores the reference orbital and level whatever $\tilde Q_0$ is. The difference between $\tilde Q_0$ and $Q$ shows when the spherical potential inside $r_{\rm in}$ departs from that of the reference atom by more than a constant, as it does when the occupation changes. The $L=2$ and $L=4$ parts integrate to zero against a spherical potential and receive no such compensation. The nonspherical Hartree energy of the $d^4$ shell is $\tfrac2{49}(F^{(2)}+F^{(4)})=\tfrac{2}{49}(14.401)=0.588$ eV. At $r_{\rm in}=0.6$ bohr it shifts by $\tfrac2{49}(0.002-0.026)=-0.001$ eV, or 0.04 mHa, within both tolerances. At 1.0 bohr it shifts by $\tfrac2{49}(-0.295-0.675)=-0.040$ eV, or 1.5 mHa, outside both. These two radii are far apart, and what lies between them depends on the tolerance. At 1 mHa the same construction with $r_{\rm in}=0.8$ bohr needs 72.7 Ry, below $4E_w$, and shifts this energy by 0.37 mHa, so both demands can be met. At 0.1 mHa the shift passes the tolerance between 0.65 and 0.7 bohr, where the density still needs 152 and 145 Ry, more than $4E_w$. At that tolerance a radius that brings the density below $4E_w$ has replaced a truncation error, which a finer grid removes, by an error built into the pseudopotential, which no convergence test on the cutoff reveals.

## Limits and scope

As $r_c\to0$, $\phi\to u$, $Q\to0$, the factor four is exact again and $E_w$ is the all-electron cutoff. In the other direction, a softer $\phi$ lowers $E_w$ while $\phi^2+Q$ remains $u^2$, so $E_\rho$ stays where it was and the ratio grows as $1/E_w$: the more successful the softening, the worse the rule. A norm-conserving pseudopotential is the case $q=0$ with every $\tilde Q_L$ set to zero. Its $Q(r)$ is not zero point by point, and discarding it conserves the monopole only. The projector augmented-wave method takes the remaining route: it puts soft charges with the right moments on the grid and corrects the on-site energy on radial meshes, which is meant to remove the price found above, although those charges too are localized in space and are not strictly band-limited.

The Hartree loss is one term of the error. Truncation also changes $\int V_{\rm loc}n$ and the exchange-correlation energy. The Coulomb kernel discounts high components by $1/G^2$, a local functional has no such factor, and a gradient-corrected one weights them more. Semicore $3s$ and $3p$ states and second projectors add further $Q$ functions. None of this is in the model, so its ratios of 4.2 to 4.9 should not be read as a recommendation; the ratio has to be converged for each set of $\tilde Q$ independently of $E_w$.

The hardness need not be passed back to the orbitals. The matrix element of the local potential between two basis waves is $V_{\rm eff}(\mathbf K-\mathbf K')$ with $|\mathbf K-\mathbf K'|\le2G_w$, so applying it to an orbital needs only the $4E_w$ grid. The dense grid is needed for adding the augmentation, for building $V_{\rm eff}$ from $n$, and for $\int V_{\rm eff}\tilde Q$, work that is done on the density and not on every orbital. The number of points scales as $G_c^3$, so the dense grid is larger by $(E_\rho/4E_w)^{3/2}$, which is $(93.1/83.9)^{3/2}=1.17$ and $(169.8/138.7)^{3/2}=1.35$ here. Raising $E_w$ until $4E_w$ happens to cover $\tilde Q$ also converges the density, but it pays that factor on every orbital and hides which quantity was unconverged.

The numerical check below tests most links by a second route; the energy slope of the logarithmic derivative, the radii between 0.6 and 1.0 bohr, the larger spheres, the all-electron diagonalization and the norm-conserving orbital are not part of it. The band limit is tested by a fast Fourier transform of a random band-limited orbital against the explicit sum over coefficients. The matching at $r_c$ is tested by finite differences, and $H\phi=\varepsilon S\phi$ with the norm $1-q$ by diagonalization in a basis that knows nothing of $\phi$. The multipole formula is compared with a direct three-dimensional quadrature at $G=8$ bohr$^{-1}$, $\theta=1.0$, $\varphi=0.3$, where both give $-0.0631091$. The closed forms of $g_L$ are compared with radial quadrature, the $p_L$ with angular quadrature, the Slater integrals in $G$ space with the real-space double integral, and the moments of $\tilde Q_L$ with those of $Q$. The program also asserts that $\phi^2$ converges below $4E_w$ at both tolerances and that the unmodified augmented density does not at 0.1 mHa.

## Values computed for the example and the checks

```
FFT test: max |n(G)| beyond 2 G_w = 3.8e-17 (zero to rounding)
inputs: zeta = 5.15, 1.9 1/bohr; weights 0.53, 0.65; r_c = 2.2 bohr; 4 electrons
u = r^3 (A1 e^-z1 r + A2 e^-z2 r): A1 = 69.2005, A2 = 2.58856 bohr^-7/2
eps = -1.8050 Ha; all-electron kinetic energy = 5.9367 Ha; peak of u at 0.71 bohr
u(r_c) = 0.43052 bohr^-1/2; u'/u = -0.60315 1/bohr; u''/u = -0.04343 1/bohr^2
q1 = 1.9669, q2 = 3.4706 1/bohr; c1 = 1.07302, c2 = 0.46728 bohr^-3/2
V_loc = b0 + b2 r^2: b0 = -3.2821 Ha, b2 = 0.1726 Ha/bohr^2
q = 0.56625; <phi|phi> = 0.43375; B = -0.36495 Ha; D = -1.38702 Ha
sphere R = 24.0 bohr, 121 functions to 255 Ry: eigenvalue error 2.6e-08 Ha
p_L: L=0 16.0000, L=2 0.4082, L=4 0.7347
n(G=8/bohr, theta=1.0, phi=0.3): direct -0.0631091, multipole formula -0.0631091 e
raw F_L at G=10/bohr: L=0 -0.00716, L=2 0.01127, L=4 0.03377
|F_4| peaks at G = 3.83 1/bohr
raw Slater integrals: F0 = 20.298 eV, F2 = 8.931 eV, F4 = 5.470 eV
Hartree energy: augmented 5.9891 Ha, smooth part alone 0.7320 Ha
--- tolerance 1.0 mHa per atom
E_w (eigenvalue) = 21.0 Ry; 4 E_w = 83.9 Ry; E_w (kinetic tail) = 21.1 Ry
all-electron orbital cutoff (kinetic tail) = 1123 Ry
E_rho smooth phi^2 = 11.5 Ry, ratio to E_w 0.55
E_rho raw Q = 93.1 Ry, ratio 4.44, grid-point factor 1.17
Hartree lost at 4 E_w, raw Q: L=0 0.5862, L=2 0.0363, L=4 0.7725, sum 1.3950 mHa
Hartree lost at 4 E_w, smooth phi^2: 1.6e-07 mHa
r_in = 0.6 bohr: E_rho = 88.1 Ry, ratio 4.20
r_in = 1.0 bohr: E_rho = 56.8 Ry, ratio 2.71
r_in = 1.4 bohr: E_rho = 32.7 Ry, ratio 1.56
r_in = 1.8 bohr: E_rho = 19.9 Ry, ratio 0.95
r_in = 2.2 bohr: E_rho = 12.8 Ry, ratio 0.61
--- tolerance 0.1 mHa per atom
E_w (eigenvalue) = 34.7 Ry; 4 E_w = 138.7 Ry; E_w (kinetic tail) = 35.5 Ry
all-electron orbital cutoff (kinetic tail) = 2211 Ry
E_rho smooth phi^2 = 19.5 Ry, ratio to E_w 0.56
E_rho raw Q = 169.8 Ry, ratio 4.90, grid-point factor 1.35
Hartree lost at 4 E_w, raw Q: L=0 0.0430, L=2 0.0012, L=4 0.1854, sum 0.2297 mHa
Hartree lost at 4 E_w, smooth phi^2: 1.6e-08 mHa
r_in = 0.6 bohr: E_rho = 158.2 Ry, ratio 4.56
r_in = 1.0 bohr: E_rho = 98.1 Ry, ratio 2.83
r_in = 1.4 bohr: E_rho = 54.7 Ry, ratio 1.58
r_in = 1.8 bohr: E_rho = 32.9 Ry, ratio 0.95
r_in = 2.2 bohr: E_rho = 23.5 Ry, ratio 0.68
--- shift of Slater integrals caused by pseudizing Q
r_in = 0.6 bohr: dF0 = +0.003 eV, dF2 = +0.002 eV, dF4 = -0.026 eV
r_in = 1.0 bohr: dF0 = +0.118 eV, dF2 = -0.295 eV, dF4 = -0.675 eV
r_in = 1.4 bohr: dF0 = +0.056 eV, dF2 = -1.730 eV, dF4 = -2.111 eV
r_in = 1.8 bohr: dF0 = -0.731 eV, dF2 = -3.571 eV, dF4 = -3.290 eV
r_in = 2.2 bohr: dF0 = -2.159 eV, dF2 = -5.047 eV, dF4 = -3.970 eV
```
